# Out-of-plane ordering temperature of a ferroelectric film under biaxial compression: verification in Python

```python
"""
Result under test: a ferroelectric film held at biaxial in-plane strain u
becomes unstable to polarisation P along its normal at
    T3(u) = T0 + 4 eps0 C Q12 u / (s11 + s12).
T0, C     : Curie-Weiss temperature and Curie constant, stress-free crystal
Q11, Q12  : electrostriction, strain = Q P^2
s11, s12  : elastic compliances at fixed polarisation
a11, a111 : stress-free coefficients of P^4 and P^6 in the energy density
Negative u is compression. Internal units are SI; output units are labelled.
"""
import numpy as np
from scipy.constants import epsilon_0 as eps0
from scipy.optimize import brentq, minimize_scalar

# Given data
Q12, C, s_sum, u_film = -0.043, 1.5e5, 5.6e-12, -0.01
# Round model parameters, regime of perovskite titanate films
T0, Q11, s11 = 390.0, 0.10, 8.0e-12
s12 = s_sum - s11
a11, a111 = -2.0e8, 3.0e9
thickness, screening = 50e-9, 0.01e-9
burgers, expansion_gap = 0.4e-9, 2.0e-6
nonlinearity, breakdown = 5.0, 1.0e8
T_use = 300.0

compliance = np.full((3, 3), s12) + (s11 - s12) * np.eye(3)
stiffness = np.linalg.inv(compliance)


def elastic_state(P, axis, u):
    """Elastic energy and total normal strain with zero normal stress."""
    P = np.asarray(P, dtype=float)
    spontaneous = [(Q11 if i == axis else Q12) * P**2 for i in range(3)]
    d1, d2 = u - spontaneous[0], u - spontaneous[1]
    d3 = -(stiffness[2, 0] * d1 + stiffness[2, 1] * d2) / stiffness[2, 2]
    d = np.array([d1, d2, d3])
    energy = 0.5 * np.sum(d * np.tensordot(stiffness, d, axes=1), axis=0)
    return energy, d3 + spontaneous[2]


def landau(P, T, quartic):
    return (T - T0) / (2 * eps0 * C) * P**2 + quartic * P**4 + a111 * P**6


def film_gain(P, T, u, axis=2, quartic=a11):
    """Film energy density relative to the unpolarised film."""
    elastic = elastic_state(P, axis, u)[0] - elastic_state(0.0, axis, u)[0]
    return landau(P, T, quartic) + elastic


def instability(u_of_T, axis=2, extra=0.0):
    """Temperature at which the numerical curvature at P = 0 vanishes."""
    p = 1e-3
    return brentq(lambda T: film_gain(p, T, u_of_T(T), axis) / p**2 + extra,
                  -1000.0, 3000.0)


P_grid = np.linspace(2e-4, 0.8, 4000)


def ordering(gain):
    """Highest temperature at which some polarised state has lower energy."""
    low, high = 200.0, 2000.0
    assert np.min(gain(P_grid, low)) < 0 < np.min(gain(P_grid, high))
    for _ in range(50):
        mid = 0.5 * (low + high)
        if np.min(gain(P_grid, mid)) < 0:
            low = mid
        else:
            high = mid
    return 0.5 * (low + high)


# Main formula against numerical curvature, both signs of strain
slope = 4 * eps0 * C * Q12 / s_sum
shift = slope * u_film
T3 = T0 + shift
for u in (-0.02, u_film, 0.0, 0.005):
    assert abs(instability(lambda T: u) - (T0 + slope * u)) < 0.01
assert round(shift, -1) == 410

# Normal strain and stress of the unpolarised film
normal_strain = 2 * s12 * u_film / s_sum
assert abs(elastic_state(0.0, 2, u_film)[1] - normal_strain) < 1e-10
stress = u_film / s_sum
numeric_stress = stiffness @ np.array([u_film, u_film, normal_strain])
assert np.allclose(numeric_stress, [stress, stress, 0], atol=1e-6 * abs(stress))

# Competing in-plane instability
shift_inplane = 2 * eps0 * C * (Q11 + Q12) * u_film / s_sum
T_inplane = instability(lambda T: u_film, axis=0)
assert abs(T_inplane - T0 - shift_inplane) < 0.01
assert T_inplane < T3

# True ordering temperature: continuous film, first-order stress-free crystal
a33 = a11 + Q12**2 / s_sum
assert a33 > 0
T_film = ordering(lambda P, T: film_gain(P, T, u_film))
T_zero = ordering(lambda P, T: film_gain(P, T, 0.0))
T_free = ordering(lambda P, T: landau(P, T, a11))
assert abs(T_film - T3) < 0.01 and abs(T_zero - T0) < 0.01
assert abs(T_free - T0 - eps0 * C * a11**2 / (2 * a111)) < 0.01

# Case in which the quartic condition fails: ordering precedes instability
a11_bad = -5.0e8
a33_bad = a11_bad + Q12**2 / s_sum
T_bad = ordering(lambda P, T: film_gain(P, T, u_film, quartic=a11_bad))
assert a33_bad < 0
assert abs(T_bad - T3 - eps0 * C * a33_bad**2 / (2 * a111)) < 0.01
assert T_bad > T3 + 1

# Polarisation at the temperature of use
a3_use = (T_use - T3) / (2 * eps0 * C)
P_use = np.sqrt((-a33 + np.sqrt(a33**2 - 3 * a3_use * a111)) / (3 * a111))
found = minimize_scalar(lambda P: film_gain(P, T_use, u_film),
                        bounds=(0.01, 0.8), method="bounded",
                        options={"xatol": 1e-9})
assert abs(found.x - P_use) < 1e-5

# Imperfect screening: minimise field energy over displacement D
P_test = 0.1
field = minimize_scalar(lambda D: (D - P_test)**2 / (2 * eps0)
                        + screening / thickness * D**2 / eps0)
shift_screen = -2 * C * screening / (thickness + 2 * screening)
T_screen = instability(lambda T: u_film, extra=field.fun / P_test**2)
assert abs(T_screen - T3 - shift_screen) < 0.01
E_dep = 2 * screening * P_use / (eps0 * (thickness + 2 * screening))

# Misfit dislocations, isotropic estimate with two crossed arrays
poisson = -s12 / s11
shear = 1 / (2 * (s11 - s12))


def relaxed_strain(h):
    return burgers * (np.log(h / burgers) + 1) / (8 * np.pi * (1 + poisson) * h)


def dislocated_energy(e):
    line = shear * burgers**2 / (4 * np.pi * (1 - poisson))
    line *= np.log(thickness / burgers) + 1
    return e**2 * thickness / s_sum + 2 * (abs(u_film) - e) / burgers * line


relaxed = relaxed_strain(thickness)
best = minimize_scalar(dislocated_energy, bounds=(0, abs(u_film)),
                       method="bounded", options={"xatol": 1e-11})
assert abs(best.x - relaxed) < 1e-4 * relaxed
h_crit = brentq(lambda h: relaxed_strain(h) - abs(u_film), burgers, 1e-6)
shift_relaxed = -slope * relaxed

# Thermal expansion difference, substrate minus film, strain u_film set at T0
thermal_shifts = []
for gap in (expansion_gap, -expansion_gap):
    predicted = shift / (1 - slope * gap)
    solved = instability(lambda T: u_film + gap * (T - T0)) - T0
    assert abs(solved - predicted) < 0.01
    thermal_shifts.append(predicted)

shift_nonlinear = nonlinearity * abs(u_film) * shift

print(f"Q12 = {Q12:.3f} m^4/C^2")
print(f"Q11 (model) = {Q11:.2f} m^4/C^2")
print(f"Curie constant = {C:.0f} K")
print(f"s11+s12 = {s_sum*1e12:.1f} per TPa")
print(f"s11, s12 (model) = {s11*1e12:.1f}, {s12*1e12:.1f} per TPa")
print(f"in-plane strain = {u_film*100:.1f} %")
print(f"T0 (model) = {T0:.0f} K")
print(f"a11 stress-free (model) = {a11:.2e} J m^5/C^4")
print(f"a111 (model) = {a111:.2e} J m^9/C^6")
print(f"in-plane stress at P=0 = {stress/1e9:.3f} GPa")
print(f"normal strain at P=0 = {normal_strain*100:.3f} %")
print(f"strain term in P^2 coefficient = {-2*Q12*stress:.3e} J m/C^2")
print(f"2 eps0 C = {2*eps0*C:.4e} K C^2/(J m)")
print(f"RISE of out-of-plane instability = {shift:.1f} K")
print(f"instability temperature of strained film = {T3:.1f} K")
print(f"ordering by energy search, strained film = {T_film:.1f} K")
print(f"ordering by energy search, zero misfit = {T_zero:.1f} K")
print(f"ordering by energy search, stress-free = {T_free:.1f} K")
print(f"rise relative to stress-free crystal = {T_film-T_free:.1f} K")
print(f"clamping part of quartic = {Q12**2/s_sum:.3e} J m^5/C^4")
print(f"clamped quartic a33* = {a33:.3e} J m^5/C^4")
print(f"counter-case a11 = {a11_bad:.2e} J m^5/C^4")
print(f"counter-case a33* = {a33_bad:.3e} J m^5/C^4")
print(f"counter-case ordering above instability = {T_bad-T3:.2f} K")
print(f"in-plane instability shift = {shift_inplane:.1f} K")
print(f"in-plane instability temperature = {T_inplane:.1f} K")
print(f"temperature of use = {T_use:.0f} K")
print(f"polarisation at use = {P_use*100:.1f} uC/cm2")
print(f"film thickness = {thickness*1e9:.0f} nm")
print(f"effective screening length = {screening*1e9:.3f} nm")
print(f"screening shift, single domain = {shift_screen:.1f} K")
print(f"ordering with imperfect screening = {T_screen:.1f} K")
print(f"depolarising field at use = {E_dep/1e8:.3f} MV/cm")
print(f"rough breakdown scale (chosen) = {breakdown/1e8:.1f} MV/cm")
print(f"field / breakdown scale = {E_dep/breakdown:.3f}")
print(f"Burgers vector (model) = {burgers*1e9:.1f} nm")
print(f"Poisson ratio = {poisson:.2f}")
print(f"equilibrium critical thickness = {h_crit*1e9:.2f} nm")
print(f"equilibrium residual compression = {relaxed*100:.3f} %")
print(f"rise left after full relaxation = {shift_relaxed:.1f} K")
print(f"expansion difference (chosen) = {expansion_gap*1e6:.1f} per MK")
print(f"rise, substrate expands more = {thermal_shifts[0]:.1f} K")
print(f"rise, substrate expands less = {thermal_shifts[1]:.1f} K")
print(f"relative nonlinearity per strain (chosen) = {nonlinearity:.0f}")
print(f"nonlinear elasticity, rough size = {shift_nonlinear:.0f} K")
print("OK")
```

Output:

```
Q12 = -0.043 m^4/C^2
Q11 (model) = 0.10 m^4/C^2
Curie constant = 150000 K
s11+s12 = 5.6 per TPa
s11, s12 (model) = 8.0, -2.4 per TPa
in-plane strain = -1.0 %
T0 (model) = 390 K
a11 stress-free (model) = -2.00e+08 J m^5/C^4
a111 (model) = 3.00e+09 J m^9/C^6
in-plane stress at P=0 = -1.786 GPa
normal strain at P=0 = 0.857 %
strain term in P^2 coefficient = -1.536e+08 J m/C^2
2 eps0 C = 2.6563e-06 K C^2/(J m)
RISE of out-of-plane instability = 407.9 K
instability temperature of strained film = 797.9 K
ordering by energy search, strained film = 797.9 K
ordering by energy search, zero misfit = 390.0 K
ordering by energy search, stress-free = 398.9 K
rise relative to stress-free crystal = 399.1 K
clamping part of quartic = 3.302e+08 J m^5/C^4
clamped quartic a33* = 1.302e+08 J m^5/C^4
counter-case a11 = -5.00e+08 J m^5/C^4
counter-case a33* = -1.698e+08 J m^5/C^4
counter-case ordering above instability = 6.38 K
in-plane instability shift = -270.4 K
in-plane instability temperature = 119.6 K
temperature of use = 300 K
polarisation at use = 36.1 uC/cm2
film thickness = 50 nm
effective screening length = 0.010 nm
screening shift, single domain = -60.0 K
ordering with imperfect screening = 737.9 K
depolarising field at use = 0.163 MV/cm
rough breakdown scale (chosen) = 1.0 MV/cm
field / breakdown scale = 0.163
Burgers vector (model) = 0.4 nm
Poisson ratio = 0.30
equilibrium critical thickness = 4.06 nm
equilibrium residual compression = 0.143 %
rise left after full relaxation = 58.2 K
expansion difference (chosen) = 2.0 per MK
rise, substrate expands more = 377.2 K
rise, substrate expands less = 444.2 K
relative nonlinearity per strain (chosen) = 5
nonlinear elasticity, rough size = 20 K
OK
```
